\section*{Form factors of the elastic spin one-half electromagnetic vertex, part 1}

(Sections cited here and not found follow in the second part.)

\section{The current matrix element in the Breit frame}

Q: When an electron scatters from a muon, I can write the muon's coupling to the photon at lowest order as a Dirac matrix $\gamma^\mu$. A proton has internal structure that I cannot calculate here. Why should its response to the photon be describable without a model of that structure?

A: Because a single matrix element carries all the structure that elastic scattering sees at lowest order in the exchanged photon. Let $|p,s\rangle$ be a state of the target, a stable spin one-half particle of mass $m$. The scattering amplitude is proportional to $\ell_\mu J^\mu/q^2$, where $\ell_\mu$ is the lepton's current and
\begin{equation}
J^\mu_{s's}(p',p)=\langle p',s'|J^\mu(0)|p,s\rangle,\qquad q=p'-p .
\label{matrixelement}
\end{equation}
Here $J^\mu=(c\rho,\mathbf J)$ is the electromagnetic current operator. I use atomic units, $\hbar=e=m_e=1$, keep $c$, and take the metric $(+,-,-,-)$ with $p^\mu=(E/c,\mathbf p)$ and $p^2=m^2c^2$. The states are normalized to $2(E/c)(2\pi)^3\delta^3(\mathbf p'-\mathbf p)\delta_{s's}$. Exchange of two photons and emission of real photons are outside this description.

Q: That is still four components of the current times two initial and two final spins: sixteen complex numbers for each pair of momenta. How many variables do the momenta themselves supply?

A: One invariant. Both momenta are on the mass shell, so $p\cdot p'$ is the one scalar product left free, and it is fixed by
\begin{equation}
q^2=p'^2+p^2-2p\cdot p'=2m^2c^2-2p\cdot p'.
\end{equation}
In the frame where the initial particle is at rest, $p=(mc,\mathbf 0)$ and $p\cdot p'=mE'$. Therefore
\begin{equation}
q^2=2m(mc^2-E')=-2mT ,
\label{recoil}
\end{equation}
where $T=E'-mc^2\ge0$ is the recoil kinetic energy. Elastic scattering thus has $q^2\le0$, with equality when $p'=p$. The momentum transfer is spacelike whenever the target recoils; this is kinematics and not an extra assumption.

Q: Lorentz invariance concerns the current as a four-vector, but the spin labels also change with the frame. Can you state the restriction without hiding the spins?

A: Define the moving states by applying a pure boost to the states at rest. A Lorentz transformation $\Lambda$ then acts as
\begin{equation}
U(\Lambda)|p,s\rangle=\sum_r|\Lambda p,r\rangle D_{rs}(\Lambda,p),
\end{equation}
with a $2\times2$ matrix $D$. The current operator is a four-vector, which means
\begin{equation}
U^{-1}(\Lambda)J^\mu(0)U(\Lambda)=\Lambda^\mu{}_\nu J^\nu(0).
\end{equation}
I take this equation between $\langle p',s'|$ and $|p,s\rangle$. On the left, $U$ acts on the ket and $U^{-1}=U^\dagger$ acts on the bra. With $D'=D(\Lambda,p')$ and $J^\mu$ read as a matrix in the spins,
\begin{equation}
D'^\dagger J^\mu(\Lambda p',\Lambda p)D=\Lambda^\mu{}_\nu J^\nu(p',p).
\label{covariance}
\end{equation}
The matrix element in one frame therefore determines it in every frame reached by $\Lambda$.

Q: Then the choice of frame matters for the labour but not for the result. Which frame do you want, and does it exist for every collision?

A: I want the frame in which the target reverses its momentum without changing its energy, called the Breit frame. Let $P=p+p'$. From the expression for $q^2$,
\begin{equation}
P^2=2m^2c^2+2p\cdot p'=4m^2c^2-q^2>0 .
\end{equation}
So $P$ is timelike, and a boost takes it to a frame where its spatial part vanishes. There $\mathbf p'=-\mathbf p$, and the two energies are equal because the masses are equal. A rotation then puts $\mathbf p'$ along the positive $z$ axis:
\begin{equation}
\mathbf p'=\tfrac12\mathbf k,\quad \mathbf p=-\tfrac12\mathbf k,\quad
\mathbf k=k\hat{\mathbf z},\quad q=(0,0,0,k),\quad q^2=-k^2 .
\label{breit}
\end{equation}
The energy $E$ in this frame obeys $E^2/c^2=m^2c^2+k^2/4$. I take $k>0$ for now and write the matrix element as
\begin{equation}
J^\mu_{s's}=c\,\chi_{s'}^\dagger j^\mu\chi_s ,
\end{equation}
where $\chi_s$ are two-component spinors and each $j^\mu$ is a $2\times2$ matrix.

Q: You have moved to a convenient frame, but I still count sixteen numbers. Where does a restriction come from?

A: From the transformations that leave both momenta unchanged. For those, equation \eqref{covariance} has the same matrix element on both sides, so it is a condition on $j^\mu$ itself. A proper Lorentz transformation that keeps $p$ and $p'$ keeps $P$, which makes it a rotation in the Breit frame. It also keeps $\mathbf k$, which makes it a rotation about $z$.

A rotation commutes with the construction of the moving states: rotating a boosted state gives the rotated spin, boosted in the rotated direction. Hence $D$ is the usual spin matrix, here
\begin{equation}
U_\varphi=e^{-i\varphi\sigma_z/2}=\mathrm{diag}(e^{-i\varphi/2},e^{i\varphi/2}).
\end{equation}
For any $2\times2$ matrix $M$, the product $U_\varphi^\dagger MU_\varphi$ leaves the diagonal elements alone, multiplies the up-down element by $e^{i\varphi}$ and multiplies the down-up element by $e^{-i\varphi}$.

The components $j^0$ and $j^3$ do not change under the rotation, so they must be diagonal:
\begin{equation}
j^0=a+b\sigma_z,\qquad j^3=a'+b'\sigma_z .
\label{diagonal}
\end{equation}
The transverse components mix as $j^1\to j^1\cos\varphi-j^2\sin\varphi$ and $j^2\to j^1\sin\varphi+j^2\cos\varphi$. Therefore $j^1\pm ij^2$ is multiplied by $e^{\pm i\varphi}$. It follows that $j^1+ij^2$ has an up-down element alone, and $j^1-ij^2$ a down-up element alone:
\begin{equation}
j^1+ij^2=g_+(\sigma_x+i\sigma_y),\qquad
j^1-ij^2=g_-(\sigma_x-i\sigma_y).
\end{equation}
Half the sum gives $j^1$, and the difference divided by $2i$ gives $j^2$. With $d=(g_++g_-)/2$ and $f=-i(g_+-g_-)/2$, the result is
\begin{equation}
j^1=d\sigma_x-f\sigma_y,\qquad j^2=d\sigma_y+f\sigma_x .
\label{transverse}
\end{equation}
Six complex functions of $k$ are left: $a,b,a',b',d,f$.

Q: Parity will not help you now. It reverses both momenta, so it exchanges your initial and final momenta instead of preserving them.

A: Parity alone does, but a half turn about $x$ brings both momenta back. The combined operation is a reflection $x\to-x$, which leaves vectors along $z$ unchanged.

I also need its action on the spin. At rest, parity commutes with rotations, so its $2\times2$ spin matrix commutes with every rotation matrix and is a number $\eta$ with $|\eta|=1$. Parity reverses the direction of a boost, hence it takes $|\mathbf p,s\rangle$ to $\eta|-\mathbf p,s\rangle$. The same $\eta$ occurs in the initial and final states, which are states of the same particle, and it cancels. The half turn contributes $e^{-i\pi\sigma_x/2}=-i\sigma_x$.

Parity invariance means that $J^\mu$ behaves as an ordinary vector: $J^0$ keeps its sign and $\mathbf J$ changes sign. After the half turn, $J^1$ alone has changed sign. The conditions are
\begin{equation}
\sigma_xj^\mu\sigma_x=j^\mu\ (\mu=0,2,3),\qquad
\sigma_xj^1\sigma_x=-j^1 .
\end{equation}
Since $\sigma_x\sigma_z\sigma_x=-\sigma_z$, the first condition gives $b=b'=0$. Since $\sigma_x\sigma_y\sigma_x=-\sigma_y$, the condition on $j^1$ reads
\begin{equation}
d\sigma_x+f\sigma_y=-d\sigma_x+f\sigma_y ,
\end{equation}
so $d=0$. The condition on $j^2$ reads $-d\sigma_y+f\sigma_x=d\sigma_y+f\sigma_x$ and agrees. Three complex functions survive: $a$, $a'$ and $f$.

Q: One of them, $a'$, is a current along the momentum transfer. Is that forbidden, or have you merely not used enough symmetry?

A: It is forbidden by charge conservation. Translation invariance gives
\begin{equation}
\langle p',s'|J^\mu(x)|p,s\rangle=e^{iq\cdot x}\langle p',s'|J^\mu(0)|p,s\rangle .
\label{translation}
\end{equation}
The derivative $\partial_\mu$ brings down $iq_\mu$, so $\partial_\mu J^\mu=0$ implies $q_\mu J^\mu=0$. In the Breit frame $q_0=0$ and $q_3=-k$, where the sign comes from lowering the index. Then
\begin{equation}
0=q_\mu j^\mu=-kj^3=-ka' .
\end{equation}
For $k>0$ this requires $a'=0$. It places no condition on the charge amplitude, because no energy is transferred in this frame.

Two complex functions remain. I name them by
\begin{equation}
j^0=2mc\,G_E,\qquad \mathbf j_\perp=i\,\boldsymbol\sigma\times\mathbf k\,G_M .
\label{sachs}
\end{equation}
To trace the sign, $\boldsymbol\sigma\times\mathbf k=k(\sigma_y,-\sigma_x,0)$. Comparison with \eqref{transverse} at $d=0$ gives $f=-ikG_M$. The charge amplitude preserves the spin component along $\mathbf k$, while the transverse current flips it. For final spin up and initial spin down, $j^1=ikG_M(-i)=kG_M$.

Q: By dividing the transverse current by $k$, you may have created a singular function at small momentum transfer. What happens at $k=0$?

A: At $k=0$ both momenta vanish in the Breit frame, and all rotations preserve them. A spatial vector of $2\times2$ matrices must then be proportional to $\boldsymbol\sigma$. Parity at rest acts trivially on the spin but reverses $\mathbf j$, so the coefficient is zero. The transverse current therefore vanishes at $k=0$. If the current distribution is localized well enough for the matrix element to have a first derivative there, $G_M$ has a finite limit. I assume this.

The charge amplitude is fixed at the same point. Let $Z$ be the particle's charge in units of the elementary charge. The total charge operator gives
\begin{equation}
\langle p',s'|\!\int\! d^3x\,\rho(\mathbf x)|p,s\rangle
=Z\,\frac{2E}{c}(2\pi)^3\delta^3(\mathbf p'-\mathbf p)\delta_{s's}.
\end{equation}
By \eqref{translation}, the left side is $(2\pi)^3\delta^3(\mathbf p'-\mathbf p)$ times the matrix element of $\rho(0)=J^0(0)/c$. At rest this makes $J^0=2mc^2Z$, or $j^0=2mcZ$. Hence $G_E\to Z$ as $k\to0$.

Q: So far $G_E$ and $G_M$ could be complex. A hermitian operator has real expectation values, but yours is an off-diagonal element between different momenta. Why should it be real?

A: Hermiticity relates the element to the one with the two momenta exchanged, and a rotation relates that element back to the original. In matrix form, $J^{\mu\dagger}=J^\mu$ for the operator gives
\begin{equation}
[J^\mu(p',p)]^\dagger=J^\mu(p,p') .
\label{hermitian}
\end{equation}
The dagger on the left now acts on the $2\times2$ spin matrix. A half turn about $x$ exchanges $\mathbf k/2$ and $-\mathbf k/2$. In \eqref{covariance} its spin matrix is $-i\sigma_x$, and it multiplies $(j^0,j^1,j^2,j^3)$ by the signs $(1,1,-1,-1)$. Let $\tilde\jmath^\mu$ denote the matrices for the exchanged momenta. Then
\begin{align}
\tilde\jmath^0&=\sigma_xa\sigma_x=a,\\
\tilde\jmath^1&=\sigma_x(-f\sigma_y)\sigma_x=f\sigma_y,\\
\tilde\jmath^2&=-\sigma_x(f\sigma_x)\sigma_x=-f\sigma_x .
\end{align}
Equation \eqref{hermitian} therefore requires $a^*=a$ from $j^0$ and $-f^*\sigma_y=f\sigma_y$ from $j^1$. The condition from $j^2$ is $f^*\sigma_x=-f\sigma_x$, the same statement. So $a$ is real and $f$ is imaginary. Since $a=2mcG_E$ and $f=-ikG_M$, both $G_E$ and $G_M$ are real.

Q: You have shown that these conditions are necessary. Could some further consequence of Lorentz invariance, visible in another frame, remove one of the two functions?

A: No. Choose any two real functions $G_E(q^2)$ and $G_M(q^2)$, and use \eqref{covariance} to define the matrix element for every other pair of momenta. Two different proper transformations may lead from the Breit pair to the same final pair. They differ by a transformation that preserves the Breit pair, which is a rotation about $z$. The matrices $j^\mu$ already respect that rotation, so both transformations give the same answer. The stated symmetries therefore leave both functions free for $q^2<0$, apart from the conditions found at $k=0$: $G_E\to Z$ and a finite limit of $G_M$. Their values depend on the dynamics inside the particle.

\section{The Dirac vertex, its assumptions and an example}

Lorentz covariance, parity, charge conservation and hermiticity leave exactly two real functions, $G_E$ and $G_M$, to describe the target's current in elastic scattering. It remains to write this current as a Dirac vertex, to see what each assumption contributes, and to work through a numerical example.
